Why a Linear Shift in Strained Silicon Does Not Prove Pockels

Q: We put stressed nitride on a silicon waveguide and swept the gate from −10 to +10 V. The guided index changed linearly, with opposite signs for opposite voltages. Unstrained bulk silicon has inversion symmetry, which forbids a Pockels effect, and the Kerr effect is quadratic. So strain must have produced a χ(2).

A: The symmetry statement concerns the electronic response of the bulk crystal. Your measurement concerns a device with a gate on one side, and possibly with charge in its cladding. Even with χ(2) zero, the device response needs to be even in voltage only if its state at zero bias has the corresponding symmetry. Otherwise a linear term is allowed, and mobile carriers can supply one.

Q: I need more than an allowed term. How would carriers respond in a definite structure?

A: Take a uniform slab. From the gate downwards it has 700 nm of oxide, 300 nm of nitride, a silicon film of thickness t = 220 nm, 2 µm of buried oxide and a grounded substrate. Let x run from the nitride/silicon interface into the film. A sheet of positive fixed charge Q_f sits at x = 0.

The film is grounded through contacts that can supply electrons and holes. The voltage changes slowly enough for one Fermi level to describe the film. Potentials φ are measured from the midgap condition, with gate and substrate aligned to it; another gate alignment would shift the voltage axis. I neglect interface traps and use Boltzmann statistics:

n = n_i exp(φ/φ_t), p = n_i exp(−φ/φ_t), φ_t = kT/e.

Let C be the cladding capacitance per area, C_box that of the buried oxide, and φ_s and φ_b the potentials at the film's top and back. The displacement arriving from the cladding is C(V − φ_s). Crossing the fixed charge raises it to

D(0) = Q_f + C(V − φ_s).

At the back it is D(t) = C_box φ_b. With acceptor density N_A, Gauss's law reads dD/dx = e(p − n − N_A). Integrating over the film gives

C_box φ_b − Q_f − C(V − φ_s) = e(P_s − N_s − N_A t),

where N_s and P_s are electron and hole densities per area. Changing signs,

e(N_s − P_s + N_A t) = Q_f + C(V − φ_s) − C_box φ_b.

Voltage and fixed charge enter only through CV + Q_f = C(V + Q_f/C). In this model, the charged device at V therefore behaves as the uncharged one at V + Q_f/C.

Q: What does that mean in volts?

A: Take Q_f/e = 10¹² cm⁻² and N_A = 10¹⁵ cm⁻³. The cladding capacitance is 4.034 nF/cm², or C/e = 2.52 × 10¹⁰ cm⁻² V⁻¹. Hence

Q_f/C = 10¹²/(2.52 × 10¹⁰) V ≈ 39.7 V.

Your sweep is centred far from the uncharged device's zero. At V = 0 the film already holds 9.62 × 10¹¹ electrons per cm². A 10 V change adds or removes about a quarter of this population.

Q: Charge on a capacitor is linear in voltage, certainly. But why should the optical index be linear in the charge?

A: Start with an electron of effective mass m and scattering time τ in an optical field E exp(−iωt). From

m d²r/dt² + (m/τ) dr/dt = −eE exp(−iωt)

the displacement amplitude is r = eE/[mω(ω + i/τ)]. The polarization −eNr changes the relative permittivity by

δε_r = −Ne²/[ε₀mω(ω + i/τ)].

For ωτ ≫ 1, 1/[ω(ω + i/τ)] ≈ [1 − i/(ωτ)]/ω². For a small change, the complex index shifts by δε_r/(2n_Si). Its real and imaginary parts are therefore

δn = −AN, δκ = AN/(ωτ), A = e²/(2n_Siε₀mω²).

Holes contribute in the same way with their own mass. At 1550 nm, with conductivity masses 0.258 m₀ for electrons and 0.39 m₀ for holes, the coefficients are A_e = 1.20 × 10⁻²¹ cm³ and A_h = 7.94 × 10⁻²² cm³. More carriers of either sign lower the index. These are Drude estimates: measured coefficients in silicon are roughly a quarter to a third smaller for electrons, and larger for holes. The numbers below therefore show the size of the effect rather than predict a particular device.

Q: The carriers sit near an interface, while the light fills the film. How do you weight them?

A: The TE mode obeys

E″ + k₀²ε_rE = k₀²n_eff²E.

Vary it to first order:

δE″ + k₀²(ε_r − n_eff²)δE = k₀²[δ(n_eff²) − δε_r]E.

Multiply by E and integrate. Two integrations by parts move the derivatives from δE to E; the boundary terms vanish because the fields vanish at the outer boundaries. The left side is then zero by the original equation. Thus

δ(n_eff²) = ∫δε_r E²dx / ∫E²dx.

Use δ(n_eff²) = 2n_eff δn_eff and, in silicon, δε_r = 2n_Si δn:

δn_eff = ∫w δn dx, w = (n_Si/n_eff)E²/∫E²dx.

Here n_eff = 2.888 and w(0) = 2.563 µm⁻¹. The weight increases into the film near the top interface.

Q: Then you still need to know where the added electrons go.

A: Near that interface electrons dominate, so Poisson's equation is

ε_Siε₀φ″ = en.

Multiply by φ′ and use dn/dφ = n/φ_t. Integration gives

ε_Siε₀(φ′)²/2 = eφ_tn.

I have dropped the constant, which is permissible near the interface when the electron layer is much thinner than the film. The potential falls into the film, so φ′ is negative. Combining this with n′ = nφ′/φ_t gives

d(n⁻¹ᐟ²)/dx = −φ′n⁻¹ᐟ²/(2φ_t) = √[e/(2ε_Siε₀φ_t)].

Integrating once more,

n(x) = K/(x + x₀)², K = 2ε_Siε₀φ_t/e.

The density per area is N_s = K/x₀. Since eN_s ≈ Q = Q_f + C(V − φ_s),

x₀ = 2ε_Siε₀φ_t/Q.

An added electron does not follow n itself. Its normalized distribution is

g(x) = ∂n/∂N_s = [−2K/(x + x₀)³](−x₀²/K) = 2x₀²/(x + x₀)³.

Writing x = (x + x₀) − x₀, its mean depth is

∫xg dx = 2x₀²[1/x₀ − 1/(2x₀)] = x₀.

The formula gives 3.39 nm at V = 0. A direct Poisson solution for the full stack gives 3.31 nm. This is small beside the 220 nm film, so we may expand w about the interface:

∫wg dx ≈ w(0) + w′(0)x₀.

Q: Does the whole voltage change go into adding electrons?

A: Nearly. The surface density is n(0) = K/x₀² = N_s²/K. Since n(0) is also n_i exp(φ_s/φ_t),

φ_s = 2φ_t ln N_s + constant,

so dφ_s/dQ = 2φ_t/Q. From dQ = C(dV − dφ_s), and with

r = 2φ_tC/Q = 2φ_t/(V + Q_f/C − φ_s),

we get dφ_s/dV = r/(1 + r) ≈ r. At zero bias φ_s = 0.504 V, and the direct solution gives dφ_s/dV = 1.32 mV/V. Neglecting the small changes in minority charge and back-oxide displacement,

dN_s/dV = (C/e)(1 − dφ_s/dV).

Combining the electrical and optical parts,

dn_eff/dV ≈ −(A_eC/e)(1 − dφ_s/dV)[w(0) + w′(0)x₀].

For the numbers, A_eC/e = 3.02 × 10⁻⁷ µm/V. The relative increase of w is about 1.69% per nm, so the bracket is 2.563(1 + 0.0169 × 3.39) ≈ 2.71 µm⁻¹. The slope is

−3.02 × 10⁻⁷ × 0.9987 × 2.71 ≈ −8.17 × 10⁻⁷ V⁻¹.

Solving Poisson's equation at ±2 V and then the optical mode with each carrier distribution gives −8.14 × 10⁻⁷ V⁻¹. Neither calculation contains a χ(2).

Q: A slope at one point is weak evidence. I saw a straight line over 20 V.

A: From −10 to +10 V, the calculated response departs from its best straight line by only about 0.2% of the full index span. The shifts from V = 0 are +8.20 × 10⁻⁶ at −10 V and −8.10 × 10⁻⁶ at +10 V. From −30 to +30 V, the largest departure is still only about 1% of the span.

The slight curvature follows from x₀ ∝ 1/Q. A negative voltage reduces the electron charge, so the layer spreads towards larger w. Each removed electron then has slightly more optical effect. As V approaches −Q_f/C this description fails, because few electrons remain.

Q: If I remove the fixed charge, should the linear term disappear?

A: That requires more symmetry. For an undoped, uncharged film, reversing V reverses φ and exchanges n with p. If their optical masses were equal, the index would be even in V. With unequal masses, the same carrier distribution gives −A_eX at +V and −A_hX at −V, where X is its weighted density. I neglect the tiny zero-bias population. The ratio of odd to even parts is

(−A_eX + A_hX)/(−A_eX − A_hX) = (A_e − A_h)/(A_e + A_h) = (m_h − m_e)/(m_h + m_e).

The masses give 0.203, as does the direct calculation at ±10 V. With measured silicon coefficients, holes shift the index more than electrons do, so the ratio would change sign; an odd part would still be present.

Doping adds another asymmetry. With our acceptor density but no fixed charge, the slope at V = 0 is +7.87 × 10⁻⁷ V⁻¹. A positive voltage first removes holes and raises the index. The acceptor charge corresponds to only

eN_At/C = 2.2 × 10¹⁰/(2.52 × 10¹⁰) V ≈ 0.87 V,

apart from changes in surface potential. Beyond roughly that voltage, electrons accumulate and lower the index. The shifts at −10 and +10 V are −6.83 × 10⁻⁶ and −8.37 × 10⁻⁶, both negative. Fixed charge is therefore not needed for a local slope. Here it keeps the film electron-rich throughout your sweep.

Q: Then a wider sweep should expose the carriers.

A: In this model, yes. The electron-rich range ends near V = −Q_f/C = −39.7 V. The calculated index maximum is at −38.7 V on a grid of 0.25 V, and at −38.8 V when located more finely. The acceptors account for most of the difference, since their charge moves electron depletion by 0.87 V towards positive voltage.

On the far side, making V more negative adds holes. Thus dP_s/dV ≈ −C/e, and the slope becomes positive. At equal and opposite silicon charge the layer depths match, leaving

(hole-side slope)/(electron-side slope) ≈ −A_h/A_e = −m_e/m_h = −0.662.

Comparing V = −79.4 V with V = 0 gives −0.663 directly. This ratio rests on the Drude masses. Measured hole coefficients in silicon are larger than the Drude estimate, so only the reversal, not the ratio, should be carried over to a device. A Pockels shift strictly proportional to voltage cannot produce such a maximum by itself, whereas carriers can. The maximum does not exclude a Pockels term beneath them, even one comparable in slope with the carrier response. The test also needs Q_f to stay fixed during the sweep, since charge trapping would move the turning point.

Q: My fit gave a χ(2) of tens of pm/V. Surely that number means something?

A: It combines an index slope with an assumed field. I use the convention δε_r = 2χ(2)E, hence δn = χ(2)E/n_Si. Suppose the silicon is treated as an insulator. With the same displacement D in every layer,

V = D Σd_i/(ε₀ε_i), E_nom = D/(ε₀ε_Si) = V/[ε_Si Σd_i/ε_i].

The sum over all four layers is 751 nm, giving E_nom/V = 1/(11.7 × 751 nm) = 1.14 kV/cm per volt. Let Γ = ∫w dx over the silicon, here 0.952. Equating the Pockels slope to the carrier slope gives

χ(2)_app = n_Si(dn_eff/dV)/[Γ(E_nom/V)]
= 3.48 × (−8.14 × 10⁻⁷)/(0.952 × 1.14 × 10⁵) m/V
≈ −26 pm/V.

That is an apparent coefficient produced by carriers and an incorrect static field. With measured electron coefficients in place of the Drude value, it would be nearer −19 pm/V. Mobile electrons screen the film. If a real coefficient of −26 pm/V acted on the calculated field instead, its contribution would be only 3.5% of the carrier slope in magnitude.

The reason can be estimated. Near the interface, the change of ∫wE dx per volt is about w(0)dφ_s/dV = 3.4 × 10³ m⁻¹. The insulating-film assumption uses Γ(E_nom/V) = 1.08 × 10⁵ m⁻¹. Their ratio is about 3%.

Q: Could the built-in field make the Kerr effect linear instead?

A: It could contribute. For parallel static and optical fields, δn = 3χ(3)E²/(2n_Si). Here the gate field is normal to the film while the TE field lies in its plane, so another tensor component applies; I use the parallel formula only to estimate the size. Setting E = E_b + E_a, where E_b is built in and E_a is applied, produces a cross term proportional to 2E_bE_a, which is linear in E_a. With a rough χ(3) of 2.5 × 10⁻¹⁹ m²/V², this estimate comes to about 0.7% of the carrier slope. It is another reason why linearity does not identify χ(2), although it is small in this example.

Q: What if I modulate at gigahertz frequencies? Carriers should be too slow.

A: That depends on how far they travel. Let electrons enter from a contact at y = 0, with no current at y = L, and let the gate cover the whole path. The film charges against both the gate and the substrate. Charge conservation and Ohm's law therefore give, for the local voltage disturbance v,

(C + C_box) ∂v/∂t = (1/R_s) ∂²v/∂y².

The slowest spatial form is sin[πy/(2L)], which vanishes at the contact and has zero gradient at the far end. It decays at the rate

γ = [π/(2L)]²/[R_s(C + C_box)].

With a mobility of 500 cm²/Vs, R_s = 1/(eμN_s) = 13.0 kΩ per square. For L = 5 µm, γ/(2π) is about 21 GHz; the 30 GHz listed in the output below keeps only the cladding capacitance C. A path ten times longer would lower the rate a hundredfold, to 0.21 GHz, with the other values fixed. Contact resistance would also slow the response. A gigahertz signal alone therefore does not exclude carriers. Nor does a response above this lateral limit settle the matter. Carriers can still shift in depth while their total per area stays fixed. If they keep up with the signal across the film, this slab retains a local slope of opposite sign at zero bias, about one sixth as large as the grounded one. That figure is a low-frequency value. The electrons involved come from the interior, where n is about 0.9 to 2.3 × 10¹⁵ cm⁻³ and the dielectric relaxation frequency eμn/(2πε_Siε₀) is only about 10 to 30 GHz at this mobility, so this part too is expected to fall off at tens of gigahertz. That part must be bounded too before a fast response is assigned to χ(2).

Q: Can optical loss distinguish the two?

A: It can help. The Drude result ties the changes together through δκ = |δn|/(ωτ), whereas a purely real χ(2) changes no absorption. For the same mobility, τ = μm_e/e gives ωτ ≈ 89. Going from 0 to +10 V adds 2k₀|δn_eff|/(ωτ), or about 0.032 dB/cm. Measured free-carrier absorption in silicon is several times stronger than this Drude estimate, which would put the change at a few tenths of a dB/cm. Failing to see it is useful only if the measurement is sensitive enough.

Q: How close is this slab to a real nitride-clad waveguide?

A: The layer thicknesses, doping and fixed charge are illustrative inputs. The apparent coefficient depends on the layer stack, so a similar size in your fit does not by itself show that carriers caused your signal. Real ridges have sidewalls, non-uniform fields and different electrode layouts, whose effect on the slope I have not calculated.

Contacts matter especially. In an isolated film, carriers can move between faces while their total stays fixed. If ΔN_s electrons move to the top from deeper in the film, the shift is approximately −A_eΔN_s[w(0) − w̄], where w̄ is the average weight at the places they left. Here they come mainly from the interior, where w is larger than at the interface, so the slope has the opposite sign to that of the grounded film. The grounded-film slope must not be transferred to an isolated core.

Electron confinement could also matter. If all electrons occupied the valleys with in-plane mass 0.19 m₀, the mass factor alone would raise the slope by 36%; partial occupation would give less. A single level in the unscreened surface field has a mean depth of 2.2 nm, over which w changes by 3.7%, but this leaves out screening and higher subbands. For a (100) film with hard walls, a self-consistent subband calculation puts the added electrons about 4.8 nm deep and, with the valley masses included, raises the slope by about 11%; a finite barrier of 2 eV at the nitride changes these to about 4.6 nm and 8%. At 350 K the slope is 0.8% larger in magnitude. Traps at 10¹¹ cm⁻² eV⁻¹ would take charge equal to about 0.5% of the gate-induced charge near zero bias. At −80 V the oxide and nitride fields are 0.93 and 0.48 MV/cm, below rough breakdown fields of several MV/cm, though slow trapping remains possible.

Q: So what may I claim from my straight line?

A: That the device has a linear electro-optic response over the measured range. To assign it to strain-induced χ(2), you need to bound the carrier contribution in the same device and determine the field actually present in the silicon. Varying the stress helps if fixed charge, cladding capacitance, mode shape and contacts are held constant or measured separately. A Pockels contribution may still be there; the straight line does not tell you its size.

The numerical output below gives the inputs and most of the calculated values for this example.

Computed values

```
Wavelength: 1550 nm
Temperature: 300 K
Oxide/nitride/silicon/buried oxide: 700/300/220/2000 nm
Static permittivities: 3.9 7.5 11.7 3.9
Optical indices: 1.444 2.0 3.48 1.444
Fixed charge density: 1e+12 cm^-2
Acceptor density: 1e+15 cm^-3
Intrinsic density: 1e+10 cm^-3
Electron conductivity mass: 0.2583 m0
Hole conductivity mass: 0.39 m0
Cladding capacitance: 4.034 nF/cm2
Unperturbed mode index: 2.88781
Mode index, analytic layers: 2.88788
Modal weight at interface: 2.563 um^-1
Weighted silicon confinement: 0.9518
Electron index coefficient A_e: 1.199e-21 cm3
Hole index coefficient A_h: 7.939e-22 cm3
Electron sheet density at 0 V: 9.621e+11 cm^-2
Surface potential at 0 V: 0.5038 V
Surface potential slope: 1.32 mV/V
Added-electron depth, direct: 3.312 nm
Added-electron depth, formula: 3.386 nm
Index slope, direct: -0.8138 1e-6/V
Index slope, formula: -0.8167 1e-6/V
Half-mesh slope shift: 0.009 %
Line deviation/full span, +/-10 V: 0.202 %
Line deviation/full span, +/-30 V: 1.02 %
Charged film shift at -10 V: 8.196 1e-6
Charged film shift at +10 V: -8.096 1e-6
Uncharged film shift at -10 V: -6.831 1e-6
Uncharged film shift at +10 V: -8.372 1e-6
Uncharged film slope at 0 V: 0.7873 1e-6/V
Undoped uncharged odd/even ratio: 0.2031
Turnover, -Qf/C: -39.72 V
Turnover, direct scan (0.25 V step): -38.72 V
Hole-side/electron-side slope: -0.6626
Nominal silicon field per volt: 1.138 kV/cm/V
Apparent chi2: -26.15 pm/V
Screened Pockels/carrier slope: 3.5 %
Assumed silicon chi3: 2.5e-19 m2/V2
Kerr/carrier slope: 0.719 %
Assumed electron mobility: 500 cm2/Vs
Loss change, 0 to +10 V: 0.0319 dB/cm
Lateral contact distance: 5 um
Electron sheet resistance: 12.97 kohm/sq
Lateral relaxation frequency: 30.01 GHz
Oxide field at -80 V: 0.929 MV/cm
Nitride field at -80 V: 0.483 MV/cm
Silicon surface field at 0 V: 0.153 MV/cm
Film band bending at 0 V: 0.209 eV
Surface density/2.8e19 cm^-3: 0.104
Quantum electron depth: 2.17 nm
Weight change over that depth: 3.67 %
Slope rise bound, in-plane mass: 36 %
Trap share for 1e11 cm^-2 eV^-1: 0.524 %
Slope change at 350 K: 0.768 %
```
